# Trap Energies Probed by the Conductance Method at an Oxide–Semiconductor Interface

## Question

An n-type semiconductor carries an oxide and a gate. The gate bias holds the semiconductor surface in depletion. Interface traps, with a constant density $D$ per unit area and unit energy, exchange electrons with the conduction band. A small alternating voltage of frequency $f$ is added to the bias, and the conductance due to the traps is measured for $f$ between 1 kHz and 1 MHz.

Use these model parameters:

- temperature $T=300$ K, so $kT=0.025852$ eV
- electron capture cross section $\sigma=1.0\times10^{-15}$ cm²
- thermal speed $v=1.0\times10^{7}$ cm/s
- effective density of states of the conduction band $N_c=2.8\times10^{19}$ cm⁻³
- trap density $D=1.0\times10^{11}$ cm⁻² eV⁻¹
- band gap $E_g=1.12$ eV

The symbol $q$ is the positive elementary charge, and $\omega=2\pi f$. All energies are taken at the surface. The depth of the Fermi level is $\Delta=E_c-E_F$, where $E_c$ is the conduction-band edge. Small signals vary as $e^{i\omega t}$. Take the surface potential to be uniform over the gate area and $\sigma$ to be independent of energy.

## (a) Response of one trap

**Question.** Write the rate equation for the occupancy of a trap at energy $E$. Fix the emission rate by detailed balance, and find the change of occupancy caused by a small change $\delta\psi$ of the surface potential.

**Model answer.** Let $F(t)$ be the probability that the trap holds an electron, and $n_s$ the density of free electrons at the surface. An empty trap captures electrons at the rate $cn_s$, with $c=\sigma v$. A filled trap emits at the rate $e$. Hence

$$\frac{dF}{dt}=c\,n_s(1-F)-e\,F. \tag{1}$$

In equilibrium $n_s=n_0$ and $F=f_0$, where

$$f_0=\frac{1}{1+e^{(E-E_F)/kT}},\qquad n_0=N_c\,e^{-\Delta/kT}.$$

The second relation holds for a nondegenerate electron gas. A degeneracy factor of the trap, if there is one, is absorbed into $E$. Capture and emission balance in equilibrium, so

$$e=c\,n_0\,\frac{1-f_0}{f_0}=c\,n_0\,e^{(E-E_F)/kT}=c\,N_c\,e^{-(E_c-E)/kT}.$$

The emission rate depends on the distance of the trap from the band edge. Both energies shift together when the surface potential changes, so $e$ stays constant during the signal.

A positive $\delta\psi$ lowers the electron energy at the surface and raises the electron density by the factor $e^{q\delta\psi/kT}$. To first order $n_s=n_0(1+u)$ with $u=q\,\delta\psi/kT$, which requires $|u|\ll1$. Put $F=f_0+\delta f$ into (1), remove the equilibrium terms, and drop the product $u\,\delta f$:

$$i\omega\,\delta f=c\,n_0(1-f_0)\,u-(c\,n_0+e)\,\delta f .$$

The total relaxation rate follows from detailed balance:

$$c\,n_0+e=c\,n_0\left(1+\frac{1-f_0}{f_0}\right)=\frac{c\,n_0}{f_0}=\frac{1}{\tau f_0},\qquad \tau=\frac{1}{\sigma v n_0}.$$

Here $\tau$ is the capture time of an empty trap. Multiplying the linear equation by $\tau f_0$, and using $c\,n_0\tau=1$, gives

$$\delta f=\frac{f_0(1-f_0)}{1+i\omega\tau f_0}\;\frac{q\,\delta\psi}{kT}. \tag{2}$$

The relaxation time is $\tau f_0$, not $\tau$. For a trap at the Fermi level, $f_0=1/2$ and the relaxation time is $\tau/2$, because capture and emission both act.

## (b) Conductance of the whole distribution

**Question.** Find the parallel conductance $G$ per unit area due to all traps, and discuss $G/\omega$ at low and high frequency.

**Model answer.** When the occupancy rises, electrons flow from the bulk to the surface. The conventional current therefore flows from the surface to the bulk, in the direction driven by a positive $\delta\psi$. Its density is

$$\delta J=q\,D\int i\omega\,\delta f\,dE .$$

With (2), the trap admittance $Y=\delta J/\delta\psi$ is

$$Y=i\omega q^2D\int\frac{f_0(1-f_0)}{1+i\omega\tau f_0}\,\frac{dE}{kT}.$$

The time $\tau$ depends on $n_0$ and not on $E$. Also $df_0/dE=-f_0(1-f_0)/kT$, so the occupancy can serve as integration variable. It runs from 1 far below $E_F$ to 0 far above, and the minus sign reverses these limits. These limits may be used if $E_F$ lies many $kT$ from both band edges and $\omega\ll\sigma vN_c$. The second condition arises because at $\omega\tau\gg1$ traps up to about $kT\ln(\omega\tau)$ above $E_F$ still contribute, and these must lie below $E_c$. It holds by a wide margin in the stated frequency range. With $x=\omega\tau$,

$$Y=i\omega q^2D\int_0^1\frac{df_0}{1+ixf_0}=i\omega q^2D\,\frac{\ln(1+ix)}{ix}=\frac{q^2D}{\tau}\ln(1+ix).$$

Since $\ln(1+ix)=\tfrac12\ln(1+x^2)+i\arctan x$, the real part gives

$$\frac{G}{\omega}=q^2D\,\frac{\ln(1+x^2)}{2x}. \tag{3}$$

The charge of the depletion layer also follows $\delta\psi$. It adds a capacitance in parallel with $Y$, which leaves the real part unchanged. The oxide capacitance $C_{ox}$ is in series with this pair. It must be removed from the measured admittance $Y_m$ through $1/Y_p=1/Y_m-1/(i\omega C_{ox})$ before $G=\mathrm{Re}\,Y_p$ is compared with (3). This form assumes negligible series resistance $R_s$ of substrate and contacts. Otherwise $R_s$ must be subtracted from $1/Y_m$ as well. Left in, it adds about $\omega R_sC_p^2$ to $G/\omega$, with $C_p=\mathrm{Im}\,Y_p/\omega$, and at 1 MHz in a lightly doped substrate this can rival the trap peak.

For $x\ll1$, $\ln(1+x^2)\approx x^2$ and $G/\omega\approx q^2D\,x/2$. The occupancy follows the potential almost without delay, so the charge is nearly in phase with the potential and little energy is lost per cycle. For $x\gg1$, $G/\omega\approx q^2D\,(\ln x)/x$. Most traps then have too little time to exchange charge within a cycle. The loss per cycle is large between these limits, where the occupancy changes appreciably but lags behind.

## (c) Position of the maximum

**Question.** Show that $G/\omega$ has one maximum as a function of $\omega\tau$, and find its position and height. Does the same condition hold when the frequency is fixed and the gate bias is swept?

**Model answer.** Differentiating (3) gives

$$\frac{d}{dx}\,\frac{\ln(1+x^2)}{2x}=\frac{1}{2x^2}\left[\frac{2x^2}{1+x^2}-\ln(1+x^2)\right].$$

The sign is that of the bracket. With $s=x^2$, call the bracket $h(s)=2s/(1+s)-\ln(1+s)$. Then $h(0)=0$ and

$$h'(s)=\frac{2}{(1+s)^2}-\frac{1}{1+s}=\frac{1-s}{(1+s)^2}.$$

So $h$ rises from zero until $s=1$ and falls afterwards. It tends to $-\infty$, because the logarithm grows without bound while the first term stays below 2. It therefore has one positive zero, where it changes from positive to negative. This is the maximum of $G/\omega$, given by

$$\frac{2x_p^2}{1+x_p^2}=\ln(1+x_p^2),\qquad x_p=1.9803. \tag{4}$$

Replacing the logarithm in (3) by the left side of (4) gives the height:

$$\left(\frac{G}{\omega}\right)_{p}=q^2D\,\frac{x_p}{1+x_p^2}=0.4024\,q^2D.$$

For the given trap density this is 6.447 nF/cm². In this conversion $q^2D$ equals $q$ times the trap density per electronvolt, divided by one volt.

In a frequency sweep at fixed bias, $\tau$ is constant. Then $G=(q^2D/2\tau)\ln(1+\omega^2\tau^2)$ keeps rising with $\omega$ as long as $\omega\ll\sigma vN_c$, and the division by $\omega$ is needed to obtain a peak. In a bias sweep at fixed frequency, $\omega$ is a constant factor, so $G$ and $G/\omega$ peak together. Since $D$ is constant and $\tau$ varies monotonically with $\Delta$, the peak again lies at $x_p$. This holds for $G=\mathrm{Re}\,Y_p$. The uncorrected terminal conductance also depends on bias through the depletion and trap capacitances, so its peak need not lie there.

## (d) Depth of the Fermi level at the maximum

**Question.** Express $\Delta$ at the maximum through $\omega$, and evaluate it at 1 kHz and at 1 MHz.

**Model answer.** From $\tau=1/(\sigma v n_0)$ and $n_0=N_ce^{-\Delta/kT}$,

$$x=\omega\tau=\frac{\omega}{\sigma vN_c}\,e^{\Delta/kT}.$$

Setting $x=x_p$ and taking the logarithm gives

$$\Delta=kT\,\ln\frac{x_p\,\sigma vN_c}{\omega}. \tag{5}$$

The parameters give $\sigma vN_c=2.80\times10^{11}$ s⁻¹.

At 1 kHz, $\omega=6.2832\times10^3$ s⁻¹, and

$$\Delta=0.025852\ \text{eV}\times\ln\frac{1.9803\times2.80\times10^{11}}{6.2832\times10^{3}}=0.025852\ \text{eV}\times18.296=0.473\ \text{eV}.$$

At 1 MHz, $\omega$ is a thousand times larger, and

$$\Delta=0.025852\ \text{eV}\times11.388=0.294\ \text{eV}.$$

The range is thus about 0.47 to 0.29 eV below the conduction-band edge. The capture time $\tau=x_p/\omega$ is 315 µs at the lower frequency and 0.315 µs at the higher. The corresponding surface electron densities are $3.17\times10^{11}$ and $3.17\times10^{14}$ cm⁻³. A low frequency selects a slow exchange, which needs few free electrons and hence a deep Fermi level.

The difference of the two depths is

$$\Delta_1-\Delta_2=kT\ln\frac{f_2}{f_1}=kT\ln 1000=0.179\ \text{eV}.$$

The product $\sigma vN_c$ and the number $x_p$ cancel here. At a given temperature the frequency ratio fixes the width of the range. Its place in the gap depends on $\sigma vN_c$ and on the frequencies themselves.

These depths were tested without the linearised formulas. Equation (1) was integrated in time for many trap energies under a small sinusoidal surface potential, and the Fermi level was swept at each frequency. The in-phase current had its maximum at depths of 0.4730 and 0.2945 eV, against 0.4730 and 0.2944 eV from (5). The sweep points were 5 meV apart and the maximum was found by interpolation, so a difference of 0.1 meV has no physical meaning. Over both sweeps the integrated $G/(\omega q^2D)$ differed from (3) by less than $5\times10^{-6}$.

## (e) Which traps supply the loss

**Question.** Equation (5) locates the Fermi level. Show that the traps responsible for the peak lie around it, and state how sharply the method selects an energy. Compare with a single trap level at $E_F$.

**Model answer.** Before integration over energy, the real part of $Y$ reads

$$\frac{G}{\omega q^2D}=\int K\,\frac{dE}{kT},\qquad K=\frac{x f_0^2(1-f_0)}{1+x^2f_0^2}.$$

One factor $f_0$ comes from the relaxation time, and the product $f_0(1-f_0)$ from the requirement that the trap be neither always full nor always empty. The most lossy trap follows from the logarithmic derivative of $K$ with respect to $f_0$:

$$\frac{2}{f_0}-\frac{1}{1-f_0}-\frac{2x^2f_0}{1+x^2f_0^2}=0.$$

The first and third terms combine to $2/[f_0(1+x^2f_0^2)]$. Hence $2(1-f_0)=f_0(1+x^2f_0^2)$, or

$$x^2f_0^3+3f_0-2=0. \tag{6}$$

The left side increases with $f_0$, so there is one solution. For $x=2$ it is $f_0=1/2$, since $4/8+3/2-2=0$. The actual $x_p=1.9803$ is slightly smaller, so $f_0$ is slightly above one half. The most lossy trap then lies 0.17 meV below $E_F$, which is negligible beside $kT$. This justifies reading $\Delta$ as the depth of the probed level.

The selection is not sharp. At the conductance peak, $K$ exceeds half its maximum from 41.1 meV below $E_F$ to 32.8 meV above it. The full width is 73.9 meV, or about $2.9\,kT$. In depth below $E_c$ the half-maximum ranges are:

- at 1 kHz, from 0.44 to 0.51 eV
- at 1 MHz, from 0.26 to 0.34 eV

The two values found in (d) lie close to the energies of greatest loss within these windows. They are not edges beyond which traps are invisible. The range of 0.179 eV between them spans about 2.4 window widths. Structure in the trap density much finer than a window is smoothed out.

The window is asymmetric. Far above $E_F$, $f_0\approx e^{-(E-E_F)/kT}$ and $K\approx xf_0^2$, which falls as $e^{-2(E-E_F)/kT}$. Far below, $K$ is proportional to $1-f_0\approx e^{-(E_F-E)/kT}$, which falls half as fast in the exponent. The longer tail on the deep side is consistent with the loss-weighted mean energy, which lies 9.4 meV below $E_F$.

Now take $N$ traps per unit area, all at one energy. Equation (2) gives

$$\frac{G}{\omega}=\frac{q^2N}{kT}\,f_0(1-f_0)\,\frac{\omega\tau f_0}{1+(\omega\tau f_0)^2}.$$

At fixed bias the last factor is greatest, and equal to $1/2$, when $\omega\tau f_0=1$. If the level coincides with $E_F$, then $f_0=1/2$, the peak lies at $\omega\tau=2$, and its height is $q^2N/(8kT)$. The continuum and the single level at $E_F$ thus lead to nearly the same depth: the difference is $kT\ln(2/1.9803)$, about one hundredth of $kT$.

## (f) Dependence on the stated conventions

**Question.** How far do the depths move if the condition $\omega\tau=1$ is used in place of (4), or if $v$ is doubled at fixed $\sigma$? Is the cross section alone sufficient to fix the energy range?

**Model answer.** Equation (5) contains $x_p$ and $v$ inside the logarithm. Replacing $x_p$ by 1 changes both depths by

$$-kT\ln1.9803=-0.0177\ \text{eV},$$

which gives 0.455 and 0.277 eV. This replacement identifies the capture time with the inverse angular frequency. It does not locate the maximum of (3).

Doubling $v$ changes both depths by $+kT\ln2=+0.0179$ eV, which gives 0.491 and 0.312 eV. Faster electrons shorten the capture time at a given density, so the same frequency is matched at a smaller density and a deeper Fermi level.

The cross section alone is therefore not sufficient. The capture rate contains the product $\sigma v$, so a quoted $\sigma$ has a definite meaning when the speed used with it is also given. The range of 0.47 to 0.29 eV belongs to the stated $v$, $N_c$ and peak condition. Since the dependence is logarithmic, moderate changes move it by a fraction of $kT$ to about one $kT$. A tenfold change of $\sigma$ moves it by $kT\ln10$, one third of the width found in (d), or 0.060 eV.

## (g) Conditions of validity

**Question.** Check that holes may be neglected at 1 kHz, using equal capture coefficients and equal effective densities of states for both bands. What does the 1 MHz point require of the doping? Name other circumstances in which (5) fails.

**Model answer.** The surface hole density is $p_0=N_ce^{-(E_g-\Delta)/kT}$ under the stated equality. The ratio of hole to electron capture rates is therefore

$$\frac{p_0}{n_0}=e^{(2\Delta-E_g)/kT}=1.2\times10^{-3}\quad\text{at 1 kHz}.$$

For a trap of occupancy $f_0$, the total rates of exchange with the two bands are $cp_0/(1-f_0)$ for holes and $cn_0/f_0$ for electrons. The first follows from detailed balance in the same way as the second. Their ratio is $(p_0/n_0)\,e^{(E_F-E)/kT}$. At the lower half-maximum, 41.1 meV below $E_F$, the exponential is about 4.9 and the ratio is still only about $6\times10^{-3}$. Exchange with the conduction band dominates throughout the half-maximum window.

The neglect fails as the Fermi level approaches midgap, $\Delta=0.56$ eV, where $p_0=n_0$. Because $n_0$ at the peak is proportional to $\omega$, and $n_0p_0$ is constant, equation (5) would place the peak at midgap when the frequency is lowered by the factor $\sqrt{1.2\times10^{-3}}$, to about 35 Hz. Both bands must be included well before that point.

At 1 MHz the surface must hold $3.17\times10^{14}$ electrons per cm³. In depletion the surface density is below the bulk density, so the donor density must exceed this value. It must be well above it if the bands are to bend by several $kT$ at the peak. With a donor density below this value the 1 MHz peak would not occur in depletion.

Besides the negligible series resistance assumed in (b), three further assumptions limit the result. If the surface potential varies across the gate area, the measured curve is an average of curves (3) with different $\tau$, and both the peak condition and the peak height must be recomputed. If $D$ or $\sigma$ changes strongly within a few $kT$, the integral in (b) no longer takes the simple form used there. If traps lie inside the oxide and exchange electrons by tunnelling, their capture times also depend on their distance from the interface, and one frequency no longer corresponds to one energy.

## Calculated quantities

```
temperature = 300 K
kT = 0.025852 eV
capture cross section = 1.0e-15 cm^2
thermal speed = 1.0e+07 cm/s
N_c = 2.8e+19 cm^-3
sigma*v*N_c = 2.80e+11 1/s
omega*tau at peak = 1.9803
peak of G/(omega q^2 D) = 0.4024
trap density D = 1.0e+11 cm^-2 eV^-1
peak G/omega = 6.447 nF/cm^2
f = 1e+03 Hz: omega = 6.2832e+03 1/s
f = 1e+03 Hz: tau = 315.2 microseconds
f = 1e+03 Hz: n_s = 3.173e+11 cm^-3
f = 1e+03 Hz: logarithm = 18.296
f = 1e+03 Hz: E_c-E_F, formula = 0.4730 eV
f = 1e+03 Hz: E_c-E_F, simulated = 0.4730 eV
f = 1e+03 Hz: depth if omega*tau=1: 0.4553 eV
f = 1e+03 Hz: depth if v doubled: 0.4909 eV
f = 1e+06 Hz: omega = 6.2832e+06 1/s
f = 1e+06 Hz: tau = 0.3152 microseconds
f = 1e+06 Hz: n_s = 3.173e+14 cm^-3
f = 1e+06 Hz: logarithm = 11.388
f = 1e+06 Hz: E_c-E_F, formula = 0.2944 eV
f = 1e+06 Hz: E_c-E_F, simulated = 0.2945 eV
f = 1e+06 Hz: depth if omega*tau=1: 0.2767 eV
f = 1e+06 Hz: depth if v doubled: 0.3123 eV
window width = 0.1786 eV
shift for omega*tau=1: -0.0177 eV
shift for doubled v: 0.0179 eV
most lossy level, E-E_F = -0.17 meV
mean of loss, E-E_F = -9.4 meV
lower half-maximum, E-E_F = -41.1 meV
upper half-maximum, E-E_F = 32.8 meV
full width at half maximum = 73.9 meV
assumed gap = 1.12 eV
hole/electron capture rate at 1 kHz peak = 1.19e-03
largest error of loss per level = 1.4e-06
largest error of summed curve = 4.4e-06
```
